\section*{The exchange hole of the hydrogen atom: exact and LSDA}

\section*{The question}

A hydrogen atom in its ground state has a fixed nucleus and a nonrelativistic electron, with density
\begin{equation}
n(r)=\frac{e^{-2r/a}}{\pi a^3},\qquad a=\frac{4\pi\varepsilon_0\hbar^2}{m_e e^2}=52.918\ \text{pm}.
\end{equation}
The spin is taken as up. Energies are expressed through $E_h=e^2/(4\pi\varepsilon_0 a)=27.2114$ eV.

For a single determinant with orbitals $\varphi_{i\sigma}$, let $\rho_\sigma(\mathbf r,\mathbf r')=\sum_i\varphi_{i\sigma}(\mathbf r)\varphi^*_{i\sigma}(\mathbf r')$. The exchange hole around an electron at $\mathbf r$ is
\begin{equation}
n_x(\mathbf r,\mathbf r')=-\frac{\sum_\sigma|\rho_\sigma(\mathbf r,\mathbf r')|^2}{n(\mathbf r)} .
\label{hole}
\end{equation}
It is a negative density. Its depth, averaged over the positions of the single electron and over the directions of $\mathbf u=\mathbf r'-\mathbf r$, is
\begin{equation}
h(u)=-\int d^3r\,n(\mathbf r)\int\frac{d\Omega_u}{4\pi}\,n_x(\mathbf r,\mathbf r+\mathbf u),
\label{avg}
\end{equation}
and the exchange energy is
\begin{equation}
E_x=-\frac{e^2}{4\pi\varepsilon_0}\,\frac12\int_0^\infty\frac{h(u)}{u}\,4\pi u^2\,du .
\label{ex}
\end{equation}
The local spin-density approximation (LSDA) replaces the hole at each $\mathbf r$ by that of a uniform gas with the local spin densities. Both holes are to be evaluated on the exact density above. Correlation is left out.

\begin{enumerate}
\item[(a)] Find the exact $h(u)$ in closed form, its total charge and its energy.
\item[(b)] Derive the LSDA hole and the LSDA exchange energy. How large is the error, and does it depend on treating the atom as spin-polarised?
\item[(c)] Compare the two averaged holes at small and at large $u$.
\item[(d)] At which electron--hole distances does the energy error arise?
\item[(e)] At which electron positions does it arise?
\end{enumerate}

\section*{Answer to (a)}

With one occupied orbital, $|\rho_\uparrow(\mathbf r,\mathbf r')|^2=n(\mathbf r)n(\mathbf r')$, so (\ref{hole}) gives $n_x(\mathbf r,\mathbf r')=-n(\mathbf r')$. The hole is the atom's own density, wherever the electron is. Hence
\begin{equation}
h_{\rm ex}(u)=\int d^3r\,n(r)\,n(|\mathbf r+\mathbf u|).
\end{equation}
The integral does not depend on the direction of $\mathbf u$, so the angular average changes nothing.

Put the polar axis along $\mathbf u$ and let $w=|\mathbf r+\mathbf u|$. From $w^2=r^2+u^2+2ru\cos\theta$ at fixed $r$ follows $w\,dw=ru\,d(\cos\theta)$, and
\begin{equation}
h_{\rm ex}(u)=\frac{2\pi}{u}\int_0^\infty r\,n(r)\,dr\int_{|r-u|}^{r+u}w\,n(w)\,dw .
\end{equation}
Set $x=2r/a$, $y=2w/a$ and $t=2u/a$. The factors in front combine to
\begin{equation}
\frac{2\pi}{u}\,\frac{1}{\pi^2a^6}\left(\frac a2\right)^4=\frac{a^4}{8\pi a^6u}=\frac{1}{4\pi a^3t}.
\end{equation}
Since $\int y e^{-y}dy=-(1+y)e^{-y}$, the remaining integral is
\begin{equation}
K=\int_0^\infty xe^{-x}\Big[(1+|x-t|)e^{-|x-t|}-(1+x+t)e^{-x-t}\Big]dx .
\end{equation}
The first term is split at $x=t$, with $x=t+s$ in the upper range:
\begin{align}
\int_0^t xe^{-x}(1+t-x)e^{x-t}dx&=e^{-t}\Big[\frac{(1+t)t^2}{2}-\frac{t^3}{3}\Big]=e^{-t}\Big(\frac{t^2}{2}+\frac{t^3}{6}\Big),\\
e^{-t}\int_0^\infty(t+s)(1+s)e^{-2s}ds&=e^{-t}\Big[\frac t2+\frac{1+t}{4}+\frac14\Big]=e^{-t}\Big(\frac12+\frac{3t}{4}\Big),\\
e^{-t}\int_0^\infty x(1+t+x)e^{-2x}dx&=e^{-t}\Big[\frac{1+t}{4}+\frac14\Big]=e^{-t}\Big(\frac12+\frac t4\Big).
\end{align}
The first two lines minus the third give $K=\tfrac t2e^{-t}(1+t+t^2/3)$, so
\begin{equation}
h_{\rm ex}(u)=\frac{e^{-t}}{8\pi a^3}\Big(1+t+\frac{t^2}{3}\Big),\qquad t=\frac{2u}{a}.
\label{exact}
\end{equation}

For the charge, $4\pi u^2du=(\pi a^3/2)\,t^2dt$, and
\begin{equation}
\int_0^\infty4\pi u^2h_{\rm ex}\,du=\frac1{16}\int_0^\infty\Big(t^2+t^3+\frac{t^4}{3}\Big)e^{-t}dt=\frac{2+6+8}{16}=1 .
\end{equation}
The hole removes one electron. For the energy, $2\pi u\,du=(\pi a^2/2)\,t\,dt$, and
\begin{equation}
E_x^{\rm ex}=-\frac{E_h}{16}\int_0^\infty\Big(t+t^2+\frac{t^3}{3}\Big)e^{-t}dt=-\frac{1+2+2}{16}E_h=-\frac5{16}E_h .
\end{equation}
This is $-0.3125\,E_h=-8.504$ eV. It cancels the Hartree repulsion of the electron with itself, because the hole is $-n$.

\section*{Answer to (b)}

\subsection*{The uniform-gas hole}
Plane waves of one spin fill a sphere of radius $k$, with density $n=(2\pi)^{-3}\,4\pi k^3/3=k^3/(6\pi^2)$. With $x=ku$,
\begin{equation}
\rho(u)=\int_{q<k}\frac{d^3q}{(2\pi)^3}e^{i\mathbf q\cdot\mathbf u}=\frac{1}{2\pi^2u}\int_0^kq\sin(qu)\,dq=\frac{\sin x-x\cos x}{2\pi^2u^3}=3n\,\frac{j_1(x)}{x},
\end{equation}
where $j_1(x)=(\sin x-x\cos x)/x^2$. By (\ref{hole}) the hole is
\begin{equation}
n_x^{\rm LSDA}(\mathbf r,u)=-n(r)\,J(ku),\quad J(x)=\frac{9j_1^2(x)}{x^2},\quad k=[6\pi^2n(r)]^{1/3}.
\end{equation}

\subsection*{The energy}
With $j_0=\sin x/x$ one has $j_0'=-j_1$ and $j_1'=j_0-2j_1/x$. The cross terms cancel in
\begin{equation}
(j_0^2+j_1^2)'=-2j_0j_1+2j_1j_0-\frac{4j_1^2}{x}=-\frac{4j_1^2}{x}.
\end{equation}
Since $j_0(0)=1$ and $j_1(0)=0$,
\begin{equation}
\int_0^XxJ\,dx=\frac94\big[1-j_0^2(X)-j_1^2(X)\big]\ \longrightarrow\ \frac94\quad(X\to\infty).
\label{xj}
\end{equation}
The exchange energy per electron at $\mathbf r$ is therefore
\begin{equation}
\epsilon^{\rm LSDA}(r)=-\frac{e^2}{4\pi\varepsilon_0}\,\frac{2\pi n}{k^2}\,\frac94=-\frac{e^2}{4\pi\varepsilon_0}\,\frac{9\pi}{2}\,\frac{n^{1/3}}{(6\pi^2)^{2/3}} .
\label{eps}
\end{equation}
Powers of the density integrate to
\begin{equation}
\int n^p\,d^3r=\frac{4\pi}{(\pi a^3)^p}\,\frac{2}{(2p/a)^3}=\frac{(\pi a^3)^{1-p}}{p^3}.
\label{power}
\end{equation}
With $p=4/3$,
\begin{equation}
E_x^{\rm LSDA}=-E_h\,\frac{9\pi}{2}\,\frac{27}{64}\,\frac{\pi^{-1/3}}{(6\pi^2)^{2/3}}=-\frac{243}{128}(6\pi)^{-2/3}E_h=-0.2680\,E_h .
\end{equation}
The error, LSDA minus exact, is $-0.2680+0.3125=+0.0445$ hartree, or $1.21$ eV. This is 14\% of the magnitude of the exact exchange energy.

\subsection*{Spin}
The unpolarised approximation puts $n/2$ in each of two spin channels. As each channel's energy is proportional to $\int n_\sigma^{4/3}d^3r$, the total is multiplied by $2(1/2)^{4/3}=2^{-1/3}$ and becomes $-0.2127\,E_h$. The error grows to $0.0998$ hartree. The smaller figure thus belongs to the spin-polarised functional.

\section*{Answer to (c)}

\subsection*{Small distance}
As $J(0)=1$, both averages start from
\begin{equation}
h(0)=\int n^2d^3r=\frac{1}{8\pi a^3}=268.5\ \text{nm}^{-3}.
\end{equation}
Expanding (\ref{exact}), the linear terms cancel and the coefficient of $t^2$ is $\frac12-1+\frac13=-\frac16$, so
\begin{equation}
\frac{h_{\rm ex}(u)}{h(0)}=1-\frac23\frac{u^2}{a^2}+\dots
\end{equation}
For the LSDA, $3j_1(x)/x=1-x^2/10+\dots$ gives $J=1-x^2/5+\dots$. Using (\ref{power}) with $p=8/3$,
\begin{equation}
\frac{h_{\rm L}(u)}{h(0)}=1-\frac{u^2}{5}\,\frac{(6\pi^2)^{2/3}\int n^{8/3}d^3r}{\int n^2d^3r}+\dots=1-\frac{27}{320}(6\pi)^{2/3}\frac{u^2}{a^2}+\dots
\end{equation}
The coefficient is $0.598$, against $0.667$ for the exact hole. Near $u=0$ the LSDA hole is therefore slightly too deep.

\subsection*{Large distance}
By (\ref{exact}), the exact hole decays as $t^2e^{-t}$. In the gas, $j_1\simeq-\cos x/x$ and $J\simeq9\cos^2x/x^4$. As $k$ varies through the atom, the oscillating half of $\cos^2x=\frac12(1+\cos2x)$ averages out at leading order, which leaves
\begin{equation}
h_{\rm L}(u)\to\frac{C}{u^4},\qquad C=\frac{9}{2(6\pi^2)^{4/3}}\int n^{2/3}d^3r=0.0964\,a .
\label{tail}
\end{equation}
The large-$x$ form fails in the outermost region, where $ku\lesssim1$ and so $n\lesssim1/(6\pi^2u^3)$. This is the exterior $r>R$, with $R$ growing as $\frac32a\ln(u/a)$. There $J\le1$ and $n^2$ decays as $e^{-4r/a}$, so the true contribution is at most $\int_{r>R}n^2d^3r\approx\pi aR^2n^2(R)$, of order $u^{-6}(\ln u)^2$. The part of $C/u^4$ assigned to the same region is proportional to $u^{-4}R^2n^{2/3}(R)$, of the same order. Inside $R$, the next non-oscillating term of $J$ comes from $9\sin^2x/x^6$; since $n^2/k^6$ is constant, it adds $u^{-6}$ times the volume within $R$, which grows as $(\ln u)^3$. All these corrections fall faster than $u^{-4}$, so (\ref{tail}) stands. Numerical quadrature of $\int n^2J\,d^3r$ at $u=80a$ gives $1.004\,C/u^4$.

\section*{Answer to (d)}

\subsection*{Charge and energy inside a cutoff}
Let $\Delta h=h_{\rm L}-h_{\rm ex}$. A shell of distances contributes
\begin{equation}
\Delta Q=\int4\pi u^2\Delta h\,du,\qquad \Delta E=-\frac{e^2}{4\pi\varepsilon_0}\int2\pi u\,\Delta h\,du .
\label{parts}
\end{equation}
These follow from the charge and energy of each hole within a cutoff $U$. With $T=2U/a$, the exact ones are
\begin{align}
Q_{\rm ex}(U)&=1-e^{-T}\Big(1+T+\frac{T^2}{2}+\frac{7T^3}{48}+\frac{T^4}{48}\Big),\\
E_{\rm ex}(U)&=-\frac{E_h}{16}\Big[5-e^{-T}\Big(5+5T+2T^2+\frac{T^3}{3}\Big)\Big].
\end{align}
Both vanish at $T=0$. The derivative of $-e^{-T}P(T)$ is $e^{-T}(P-P')$. For the first polynomial $P-P'=(T^2+T^3+T^4/3)/16$, and for the second $P-P'=T+T^2+T^3/3$, which are the integrands of part (a).

For the LSDA charge, the derivative found in (b) gives
\begin{equation}
[x(j_0^2+j_1^2)]'=j_0^2+j_1^2-4j_1^2=j_0^2-3j_1^2 .
\end{equation}
Integration by parts gives $\int_0^Xj_0^2dx={\rm Si}(2X)-Xj_0^2(X)$, with ${\rm Si}(z)=\int_0^z\sin s\,ds/s$. The charge within $U$ of an electron at $\mathbf r$, with $X=kU$, is then
\begin{equation}
q(X)=\frac{4\pi n}{k^3}\,9\int_0^Xj_1^2dx=\frac6\pi\int_0^Xj_1^2dx=\frac2\pi\big[{\rm Si}(2X)-X(2j_0^2+j_1^2)\big].
\end{equation}
As $X\to\infty$, ${\rm Si}\to\pi/2$ and the other terms vanish as $1/X$, so $q\to1$. The LSDA hole also contains one electron at every $\mathbf r$, and $\Delta Q$ summed over all distances is zero. Averaging $q$, and the energy from (\ref{xj}), over the atom,
\begin{align}
Q_{\rm L}(U)&=\int n\,q(kU)\,d^3r,\\
E_{\rm L}(U)&=-\frac{e^2}{4\pi\varepsilon_0}\,\frac{9\pi}{2}\int\frac{n^2}{k^2}\big[1-j_0^2(kU)-j_1^2(kU)\big]d^3r .
\end{align}
These radial integrals were done by Gauss--Legendre quadrature.

\subsection*{The three regions}
The averaged depths, in nm$^{-3}$, are:
\begin{center}
\begin{tabular}{rrr}
$u$ (pm) & exact & LSDA\\
25 & 234.1 & 235.1\\
50 & 165.5 & 158.7\\
100 & 58.5 & 39.3\\
200 & 3.86 & 3.18\\
300 & 0.18 & 0.65
\end{tabular}
\end{center}
A scan from $0.05a$ to $60a$ finds two sign changes of $\Delta h$, which root finding places at $31.8$ pm and $217.3$ pm. The LSDA hole is too deep inside the first, too shallow between them and too deep outside the second. For each region define an effective distance $d$ by
\begin{equation}
\Delta E=-\frac{e^2}{4\pi\varepsilon_0}\,\frac{\Delta Q}{2d}.
\end{equation}
By (\ref{parts}), $1/d$ is the mean of $1/u$ weighted with $4\pi u^2\Delta h$, which keeps one sign within a region. The results are:
\begin{center}
\begin{tabular}{lrrr}
region & $\Delta Q$ & $d$ (pm) & $\Delta E$ (eV)\\
inner & $+0.0001$ & 21 & $-0.004$\\
middle & $-0.2429$ & 113 & $+1.546$\\
tail & $+0.2428$ & 525 & $-0.333$
\end{tabular}
\end{center}
The energies add up to $1.21$ eV.

The positive error arises in the middle shell, and its density, proportional to $-u\,\Delta h$, is largest at $u=103$ pm, about $2a$. There the LSDA hole lacks $0.243$ of an electron. The sum rule forces this charge to reappear elsewhere, and nearly all of it goes to the tail, where it lowers the energy much less. With $e^2/(4\pi\varepsilon_0)=E_ha=1440$ eV\,pm, moving it from one effective distance to the other costs
\begin{equation}
\tfrac12(0.243)(1440\ \text{eV\,pm})\Big(\frac{1}{113\ \text{pm}}-\frac{1}{525\ \text{pm}}\Big)\approx1.2\ \text{eV}.
\end{equation}
Beyond $217$ pm lies 30\% of the LSDA hole but 6\% of the exact one. The correct total charge and the correct value at $u=0$ thus do not secure the energy, which also depends on how compact the hole is. The exact hole stays on the atom. The LSDA hole is centred on the electron, widens as $1/k$ where the density is low, and has an algebraic tail.

\section*{Answer to (e)}

The exact energy per electron at $\mathbf r$ is half the Coulomb energy of the electron with the hole $-n$. Splitting the charge into the parts inside and outside radius $r$, with $x=2r/a$,
\begin{align}
\int\frac{n(r')\,d^3r'}{|\mathbf r-\mathbf r'|}&=\frac1r\Big[1-e^{-x}\Big(1+x+\frac{x^2}{2}\Big)\Big]+\frac1a(1+x)e^{-x}\nonumber\\
&=\frac1r\Big[1-e^{-x}\Big(1+\frac x2\Big)\Big],
\end{align}
where $1/a=x/(2r)$ was used. Hence
\begin{equation}
\epsilon^{\rm ex}(r)=-\frac{e^2}{4\pi\varepsilon_0}\,\frac{1}{2r}\Big[1-\Big(1+\frac ra\Big)e^{-2r/a}\Big].
\end{equation}
Inserting the density in (\ref{eps}),
\begin{equation}
\epsilon^{\rm LSDA}(r)=-\frac92(6\pi)^{-2/3}E_h\,e^{-2r/(3a)} .
\end{equation}
At the nucleus the exact value is $-E_h/2$. The LSDA value is $\frac{64}{27}$ times the LSDA total energy, $-\frac{64}{27}(0.2680)E_h=-0.635\,E_h$, which is too negative. Far out, the exact value tends to $-e^2/(8\pi\varepsilon_0r)$ while the LSDA value decays exponentially, which is not negative enough.

The numerical solution of $\epsilon^{\rm LSDA}=\epsilon^{\rm ex}$ is $r=29.2$ pm. Weighting the difference with $4\pi r^2n$ and integrating numerically, positions inside this radius, which hold 10\% of the electron, contribute $-0.08$ eV. Positions outside contribute $+1.29$ eV.

This division rests on the energy density defined by the hole. A function of $\mathbf r$ that integrates to zero could be added to either of the two energy densities $n\epsilon$, exact or LSDA, without changing its $E_x$. Added to only one of them, it can shift the shares inside and outside $29.2$ pm; a nonzero multiple of $\nabla^2 n$ does so. The closed forms found above for the exact hole and its energy also rely on $n_x=-n$, which holds for one electron. With several orbitals of the same spin, the exact hole depends on where the electron is.

Numerical values quoted here were computed with a short program.
